# Why planar-mount zero-order reflectance cannot show the sign of line tilt

**Question.** Etched lines lean to one side. Light arrives in the plane perpendicular to the lines, once from the left and once from the right at the same angle. The two beams meet the lean differently, one running more nearly along the leaning walls and the other more across them. Why is the specular reflectance nevertheless the same, and why does this hide the direction of the lean?

**Answer.** The two measurements are one optical path with source and detector exchanged. In the first, light comes down from the left at angle \(\theta\) and the specular beam leaves to the right at \(\theta\). Put the source where the detector was. Light now comes down from the right at \(\theta\) and is detected on the left at \(\theta\), which is the measurement at the opposite angle of incidence. A reciprocal sample transmits equally well between two ports in either direction, however asymmetric its interior.

This exchange is not time reversal. Reversing time would turn absorption into gain and would require every diffracted and transmitted wave to be sent back in. Exchanging source and detector requires neither, so the argument must be made for an absorbing sample with a single incident wave.

### The two fields to be compared

Let \(x\) run across the lines, \(y\) along them and \(z\) down into the sample. The grating has period \(p\) in \(x\) and does not vary in \(y\). Fields vary in time as \(e^{-i\omega t}\), \(k_0=2\pi/\lambda\), and \(\mathbf H\) is multiplied by the vacuum impedance, so that for non-magnetic media

\[
\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\,\varepsilon\mathbf E .
\]

The plane of incidence is \(xz\) (planar mount). I take the \(y\) axis to be a principal axis of every material, so the two polarizations do not mix. For s polarization let \(F=E_y\), for p polarization \(F=H_y\). With \(s=\sin\theta\) and \(G=\lambda/p\), the diffraction orders have

\[
s_n=s+nG,\qquad q_n=\sqrt{1-s_n^2},\qquad \operatorname{Im}q_n\ge 0 .
\]

Field 1 has incidence \(s\), and in the air above the lines it is

\[
F_1=e^{ik_0(sx+q_0z)}+\sum_n r_n\,e^{ik_0(s_nx-q_nz)} .
\]

Field 2 has incidence \(-s\) on the same grating, with amplitudes \(r'_n\). Its order \(n\) has tangential component \(-s+nG=-s_{-n}\). The harmonic of field 2 with component \(-s_n\) therefore has amplitude \(r'_{-n}\) and the same \(q_n\) as order \(n\) of field 1. The claim is \(r_0=r'_0\).

### A quantity that does not change with depth

Form \(\mathbf J=\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1\). Since \(\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B\),

\[
\nabla\cdot(\mathbf E_1\times\mathbf H_2)=ik_0\,\mathbf H_2\cdot\mathbf H_1+ik_0\,\mathbf E_1\cdot\varepsilon\mathbf E_2 .
\]

Subtracting the same expression with 1 and 2 exchanged removes the magnetic term:

\[
\nabla\cdot\mathbf J=ik_0\left(\mathbf E_1\cdot\varepsilon\mathbf E_2-\mathbf E_2\cdot\varepsilon\mathbf E_1\right).
\]

The right side vanishes if \(\varepsilon\) is a symmetric tensor, real or complex. No complex conjugate has appeared, which is why loss does no harm. An energy balance would contain \(\mathbf E^*\cdot\varepsilon\mathbf E\), and there absorption remains.

Integrate over one period between two depths. Field 1 is \(e^{ik_0sx}\) times a periodic function and field 2 is \(e^{-ik_0sx}\) times a periodic function, so \(\mathbf J\) is periodic and the two side walls cancel. At material boundaries the tangential fields, and hence the normal component of \(\mathbf J\), are continuous. Therefore \(\int_0^pJ_z\,dx\) is the same at every depth.

In an isotropic layer this integral can be written with \(F\) alone. Define \(\Phi=a\,\partial F/\partial(k_0z)\), with \(a=1\) for s and \(a=1/\varepsilon\) for p. Maxwell's equations give \(H_x=i\Phi\) for s and \(E_x=-i\Phi\) for p. Since \((\mathbf E\times\mathbf H)_z=E_xH_y-E_yH_x\), we get \(J_z=\mp i(F_1\Phi_2-\Phi_1F_2)\), upper sign for s. The conserved quantity is

\[
C=\int_0^p\left(F_1\Phi_2-\Phi_1F_2\right)dx .
\]

### Evaluating it below and above the lines

Because \(k_0G=2\pi/p\), the integral over a period keeps only products of harmonics \(s_n\) and \(-s_n\), each with weight \(p\).

In a uniform isotropic substrate every wave leaves downward. Paired harmonics share one vertical wavenumber \(\kappa_n\), so \(\Phi=ia\kappa_nF\) for both. Each pair contributes \(F_1(ia\kappa_nF_2)-(ia\kappa_nF_1)F_2=0\), and \(C=0\).

In air, take \(z=0\) at the line tops. For \(n\neq0\) both waves leave upward and cancel in the same way, whether they propagate or are evanescent. For \(n=0\), \(F_1\) and \(\Phi_1\) have coefficients \(1+r_0\) and \(iq_0(1-r_0)\), and likewise for field 2. Hence

\[
\begin{aligned}
C&=ipq_0\left[(1+r_0)(1-r'_0)-(1-r_0)(1+r'_0)\right]\\
&=ipq_0\left[(1+r_0-r'_0-r_0r'_0)-(1-r_0+r'_0-r_0r'_0)\right]\\
&=2ipq_0\,(r_0-r'_0).
\end{aligned}
\]

The two values of \(C\) must agree, so away from grazing incidence (\(q_0\ne0\))

\[
r_0(s)=r_0(-s).
\]

The complex amplitudes are equal, not just the reflectances \(R_0=|r_0|^2\). No symmetry of the line profile was used.

### From opposite angles to opposite tilts

Reciprocity compares two angles on one sample. To compare two tilts, a mirror is also needed. Let \(\tau\) be the tilt, positive when the line moves toward \(+x\) with depth. Reflecting the whole arrangement in \(x\) changes \(s\) to \(-s\) and \(\tau\) to \(-\tau\). Any sign acquired by \(F\) is common to the incident and reflected waves, so

\[
r_0(s;\tau)=r_0(-s;-\tau)=r_0(s;-\tau),
\]

where the last step is reciprocity for the sample of tilt \(-\tau\).

The mirrored profile may also be displaced by \(x_0\). This multiplies order \(n\), relative to the incident wave, by \(e^{-ik_0nGx_0}\), which is 1 for \(n=0\).

The zero order is therefore even in tilt at every wavelength and angle, in both polarizations. Adding spectra, angles or the phase between s and p reflection does not recover the sign in this mount. The size of the tilt does act. If \(R_0\) is smooth in \(\tau\),

\[
R_0(\tau)=R_0(0)+c\,\tau^2+\dots,
\]

so the sensitivity to a small tilt vanishes at first order.

The mirror step has its own condition: reversing the tilt must give the mirror image of the whole sample. If the lines stand over a second, laterally offset grating, reversing the tilt alone does not do so. Equality at opposite angles survives, but evenness in tilt is no longer guaranteed.

### A case solved in closed form

For lines much finer than the wavelength, the grating acts as a uniform film with a tilted, symmetric tensor. For p polarization and fields varying as \(e^{ik_0(sx+qz)}\), Maxwell's equations give \(D_x=qH_y\), \(D_z=-sH_y\) and \(qE_x-sE_z=H_y\). With \(\Delta=\varepsilon_{xx}\varepsilon_{zz}-\varepsilon_{xz}^2\), inverting the tensor gives

\[
E_x=\frac{\varepsilon_{zz}q+\varepsilon_{xz}s}{\Delta}H_y,\qquad
E_z=-\frac{\varepsilon_{xz}q+\varepsilon_{xx}s}{\Delta}H_y .
\]

Substitution yields \(\varepsilon_{zz}q^2+2\varepsilon_{xz}sq+\varepsilon_{xx}s^2=\Delta\), whose roots are

\[
q_\pm=-\frac{s\,\varepsilon_{xz}}{\varepsilon_{zz}}\pm Q,\qquad
Q=\frac{\sqrt{\Delta(\varepsilon_{zz}-s^2)}}{\varepsilon_{zz}} .
\]

The tilt adds a phase that is odd in \(s\). A wave going down a film of height \(h\) gains \(k_0hq_+\), and one coming up gains \(-k_0hq_-\). The sum is \(2k_0hQ\), in which the odd part has cancelled. The ratio \(E_x/H_y=\pm\varepsilon_{zz}Q/\Delta\), which fixes the reflection at each face, is also even. Reflection thus loses the sign of the tilt on the return trip. Transmission makes one more downward pass than upward passes and keeps it: \(t_0(s)/t_0(-s)=\exp(-2ik_0h\,s\,\varepsilon_{xz}/\varepsilon_{zz})\). In an absorbing film \(\varepsilon_{xz}/\varepsilon_{zz}\) is complex and the moduli differ as well. In a lossless film only the phase differs:

\[
\arg t_0(s)-\arg t_0(-s)=-2k_0h\,s\,\frac{\varepsilon_{xz}}{\varepsilon_{zz}} .
\]

As an example, take lines of permittivity 2.25 filling half the volume in air, with \(\tau=30^\circ\), \(h=100\) nm, \(\lambda=400\) nm and \(\theta=60^\circ\). The permittivity is \(\varepsilon_\parallel=1.625\) along the lamellae and \(\varepsilon_\perp=1/(0.5/2.25+0.5)=1.385\) across them. Then \(\varepsilon_{xz}=(\varepsilon_\parallel-\varepsilon_\perp)\sin\tau\cos\tau=0.104\) and \(\varepsilon_{zz}=\varepsilon_\parallel-(\varepsilon_\parallel-\varepsilon_\perp)\sin^2\tau=1.565\). The phase difference is \(-0.181\) rad. A grating calculation with a 4 nm pitch, 600 horizontal slices and 33 harmonics gives \(-0.173\) rad. Most of this 5% gap is numerical error from replacing the slanted walls by steps with a limited number of harmonics. The converged value at this pitch is \(-0.180\) rad, within 1% of the formula.

### Numbers for silicon lines

Consider silicon lines on silicon in air at 400 nm, with index \(5.6+0.4i\), a rough typical value. The pitch is 200 nm, the width 80 nm, the height 150 nm and the tilt \(2^\circ\), which displaces the line by \(150\tan2^\circ=5.2\) nm from top to bottom. At \(\theta=60^\circ\) only the zero order propagates in air if \(p<\lambda/(1+\sin\theta)=214\) nm, which holds here.

The fields were computed by the rigorous coupled-wave method, with 20 horizontal slices and 25 harmonics. "Lines" and "substrate" are the fractions of incident power absorbed above and below the base of the lines.

| Polarization, angle | \(R_0\) | Lines | Substrate |
|---|---:|---:|---:|
| s, \(+60^\circ\) | 0.5947 | 0.3616 | 0.0438 |
| s, \(-60^\circ\) | 0.5947 | 0.3620 | 0.0433 |
| p, \(+60^\circ\) | 0.2038 | 0.5446 | 0.2517 |
| p, \(-60^\circ\) | 0.2038 | 0.5648 | 0.2314 |

Reversing the tilt at \(+60^\circ\) gives the same two reflectances. The p rows are not fully converged: the converged reflectance is about 0.2055, and the absorbed fractions shift by up to 0.003.

The inside of the sample does distinguish the two directions. In p polarization, 0.020 of the incident power (0.017 when converged) moves from substrate to lines when the angle changes sign. The total absorbed is the same, \(1-0.2038=0.7962\), because no other order carries power away.

Energy conservation does not explain the equality, as a wider pitch shows. With the same lines at 600 nm pitch and s polarization, \(R_0=0.1622\) at both angles, but the absorbed fraction is 0.532 at \(+60^\circ\) and 0.527 at \(-60^\circ\). The other reflected orders carry the remainder, 0.306 and 0.311. More harmonics shift these values by up to about 0.001 but leave the equality intact.

Back at 200 nm pitch, tilts of 1, 2 and 4 degrees change the converged p reflectance by \(-0.00029\), \(-0.00115\) and \(-0.0046\) from its upright value. Each doubling multiplies the change by nearly four, as the quadratic law requires. The slices and harmonics used for the table give \(-0.0017\) at \(2^\circ\), about 45% too large, although the reflectance itself is off by less than 1%. A small difference needs its own convergence test.

### What does show the sign

For another diffraction order \(m\), let field 2 arrive along the reverse of order \(m\), at \(-s_m\). Its own order \(m\) leaves along \(-s_m+mG=-s\), the reverse of the first incident beam. In \(C/p\), harmonic 0 of field 1 now contributes

\[
(1+r_0)(-iq_0r'_m)-iq_0(1-r_0)r'_m=-2iq_0r'_m ,
\]

and harmonic \(m\) contributes

\[
r_m\,iq_m(1-r'_0)+iq_mr_m(1+r'_0)=2iq_mr_m .
\]

Their sum must vanish, so \(q_mr_m=q_0r'_m\). The efficiencies are \(e_m=|r_m|^2q_m/q_0\) and \(e'_m=|r'_m|^2q_0/q_m\), which are therefore equal when both beams propagate:

\[
e_m(s)=e_m(-s-mG).
\]

Opposite angles are partners only for \(m=0\). At 600 nm pitch, \(G=0.6667\), and order \(+1\) at \(s=-0.2\) is paired with \(s=0.2-0.6667=-0.4667\). With 46 harmonics both efficiencies are 0.1613.

At normal incidence this relation does not link orders \(+1\) and \(-1\). The mirror gives \(e_{+1}(\tau)=e_{-1}(-\tau)\), so \(e_{+1}-e_{-1}\) is odd in tilt. For s polarization and \(\tau=2^\circ\) it is \(0.1526-0.1475=0.0051\). For \(-2^\circ\) it is \(-0.0051\), and for \(1^\circ\) it is 0.0026. More harmonics raise each efficiency at \(2^\circ\) by about 0.0004 and their difference by about 0.0001. This signal is linear in small tilt and carries its sign, but it needs a pitch wide enough for first orders to propagate.

Turning the sample about its normal gives another route. Let \(r_{ba}\) be the amplitude from incident polarization \(a\) to reflected polarization \(b\). Exchanging source and detector, each with its polarization, gives \(|r_{ba}(\mathbf k)|=|r_{ab}(-\mathbf k)|\), where \(\mathbf k\) is the tangential wavevector. A half-turn of the sample restores \(\mathbf k\) and reverses the tilt, so \(|r_{sp}(\tau)|=|r_{ps}(-\tau)|\), while \(|r_{ss}|\) and \(|r_{pp}|\) stay even.

In the fine-line model, with silicon lines filling 40% of a half-space, azimuth \(45^\circ\) and \(\theta=60^\circ\), a tilt of \(+2^\circ\) gives \(|r_{sp}|=0.232\) and \(|r_{ps}|=0.226\). At \(-2^\circ\) the values are exchanged. These numbers illustrate the symmetry and do not predict the 200 nm grating.

### When the equality fails, and what a real tool sees

The proof needs linear, time-independent media with symmetric \(\varepsilon\). A magnetized material has an antisymmetric part, for example \(\varepsilon_{xz}=-\varepsilon_{zx}=ig\). Then

\[
\nabla\cdot\mathbf J=-2k_0g\,(E_{1x}E_{2z}-E_{1z}E_{2x}),
\]

which need not vanish. For flat silicon with an artificially large \(g=3\), the p reflectances at \(\pm60^\circ\) differ by 0.0034. In a field of 50 µT, roughly the Earth's, the order-of-magnitude estimate \(g\approx|\varepsilon|\,\omega_c/\omega\), with \(\omega_c\) the free-electron cyclotron frequency, gives a difference of about \(6\times10^{-11}\). Ordinary silicon metrology is reciprocal for this purpose.

Real silicon carries a native oxide, which the example leaves out. A 2 nm coating of index 1.47 changes the p reflectance by about \(-0.009\), roughly eight times the effect of the \(2^\circ\) tilt, and an index rise of 0.02 changes it by \(+0.0063\). Averaging uniformly over incidence angles from \(57^\circ\) to \(63^\circ\) changes it by 0.0009. Even the size of the tilt is thus hard to extract from this one reflectance unless these quantities are known. None of them breaks the equality for rays in the plane of incidence, provided the angular range and its weighting are the same on both sides. A real cone also contains rays outside that plane, which mix the polarizations. If the source is polarized and the detector has no analyser, they can leave a small difference whose sign follows the lean. For unpolarized light the differences from s and p incidence cancel. In the fine-line model with a \(2^\circ\) tilt and s- or p-polarized light, the difference is about \(10^{-5}\) for a ray at \(3^\circ\) azimuth. For light polarized at \(45^\circ\) between s and p it is about \(3\times10^{-4}\). This larger difference changes sign with the azimuth, so it cancels over a symmetric cone but not for a sample turned slightly out of the planar mount.

An angle-setting error does imitate a difference. Comparing \(+60.05^\circ\) with \(-60^\circ\) gives a p reflectance difference of about 0.00026. In a reciprocal sample the lean itself gives no difference between truly opposite planar settings, so a measured difference points first to the measurement, for example its alignment.
